\section*{Why a Scattering-Free Transistor Still Has On-Resistance}

\section{The mobility argument}

\textbf{Q.} A transistor channel of length $L$, width $W$ and sheet density $n$ has the resistance
\begin{equation}
R=\frac{L}{W e n\mu},\qquad \mu=\frac{e\tau}{m},
\label{drude}
\end{equation}
where $\mu$ is the mobility, $\tau$ the time between collisions and $m$ the effective mass. If I remove all scattering, $\tau$ and $\mu$ go to infinity and $R$ goes to zero. So a perfect transistor that is switched on should be a short circuit between source and drain.

\textbf{A.} The algebra is right, but the formula does not reach that limit. Equation~\eqref{drude} describes a steady drift velocity, at which the momentum gained from the field is lost in collisions. It needs many collisions inside the channel. When there are none, the field no longer fixes the velocity through that balance, and we must ask instead how many electrons enter the channel per second, and how fast they move.

\section{The current of one mode}

\textbf{Q.} Then count them. What limits the current if nothing stops the electrons?

\textbf{A.} Take one transverse mode of the channel, with energy $E(k)$ along the current direction and spin degeneracy 2. Source and drain are large reservoirs in equilibrium, with Fermi levels $E_S$ and $E_D$. I take $e>0$ and a drain voltage $V>0$ relative to the source, so $E_S-E_D=eV$. I count $I$ as positive when electrons go from source to drain.

Suppose that an electron reaching either contact enters it without reflection. Then states with $k>0$ hold only electrons from the source, with Fermi occupation $f_S$, and states with $k<0$ hold only electrons from the drain, with occupation $f_D$. There are $2\,dk/2\pi$ states per unit length, each moving at $v=\hbar^{-1}dE/dk$, so
\begin{align}
I&=2e\int_{k>0}\frac{dk}{2\pi}\,v\,(f_S-f_D)\nonumber\\
&=2e\int\frac{dE}{2\pi\hbar}\,(f_S-f_D)
=\frac{2e}{h}\int dE\,(f_S-f_D).
\label{onemode}
\end{align}
The second line uses $v\,dk=dE/\hbar$. A fast mode has fewer states per unit energy, in just the proportion that cancels its greater speed.

For the energy integral, note that $f$ depends only on $E$ minus the Fermi level. Raising the Fermi level by $d\varepsilon$ therefore changes $f$ by $(-\partial f/\partial E)\,d\varepsilon$, whose integral over $E$ is $d\varepsilon$, because $f$ falls from 1 to 0. Adding these steps from $E_D$ to $E_S$ gives $eV$, if the band begins many $k_BT$ below both Fermi levels and ends many $k_BT$ above them. Hence
\begin{equation}
I=G_0V,\qquad G_0=\frac{2e^2}{h},\qquad \frac1{G_0}=12906\ \Omega .
\label{quantum}
\end{equation}
Sums over $k$ for a cosine, a parabolic and a nonparabolic band all reproduce $G_0$ to the printed digits.

\section{Which part limits the number of modes?}

\textbf{Q.} So each mode carries a finite current, and the resistance is finite because the contacts inject only a few modes?

\textbf{A.} The first half is right. The second needs a correction: wide contacts offer many modes, and the narrow channel admits only some of them. Let the channel have $M$ open modes, meaning transverse levels below the electron energy.

Let the matrix $t$ take the incoming wave amplitudes in the source contact to the outgoing ones in the drain contact, normalized so that squared amplitudes are fluxes. The total transmission is $\mathcal T=\mathrm{Tr}\,t^\dagger t$. Conservation of flux makes it equal in both directions, so for coherent electrons equation~\eqref{onemode} becomes $I=(2e/h)\int\mathcal T(f_S-f_D)\,dE$.

If tunnelling through closed modes is negligible, every wave passes through the $M$ channel amplitudes. So $t$ is a product of a matrix with $M$ columns and one with $M$ rows, and $t^\dagger t$ has at most $M$ nonzero eigenvalues. None exceeds 1, because no more flux can leave than enters. Therefore
\begin{equation}
\mathcal T\le M,\qquad R\ge\frac{h}{2e^2M}
\label{bound}
\end{equation}
at low temperature and small bias. Contacts that pass every channel mode without reflection give equality. With reflecting contacts, interference between the two ends can still bring the transmission close to $M$, but only at particular energies and lengths.

\textbf{Q.} Can real waves come close to equality when a wide region narrows?

\textbf{A.} Yes, if it narrows gradually. Consider a lattice strip 31 sites wide in which a parabolic side potential, $(0.125\,y)^2$ in hopping units at $y$ sites from the axis, rises smoothly over 40 sites, stays constant along the channel, and falls again over 40 sites. At energy 0.50, in units of the hopping energy, the contacts have 7 modes and the channel has 2. The calculated transmission is 1.9999 for a channel of 30 sites. It stays within $10^{-4}$ of 2 for 20 and 80 sites, and also when a strip 47 sites wide supplies 11 contact modes. At energies 0.25 and 0.75 the channel has 1 and 3 modes, and the transmission follows. With these long, gradual ends, neither a shorter channel nor a wider contact removes the resistance. If the whole constriction, ends included, is only a few sites long, tunnelling through closed modes lifts the transmission above $M$, though never above the number of contact modes.

If the side potential starts abruptly, waves are reflected at the two ends. For the sampled lengths between 20 and 40 sites, the transmission then ranges from 1.81 to 2.00, with mean 1.89. The lowest value raises the resistance by a factor $2/1.8138=1.10$ over the bound, with no scatterer inside the channel.

\section{A wide transistor at room temperature}

\textbf{Q.} A transistor is far wider than one electron wavelength. Does that not make $M$ practically infinite?

\textbf{A.} It makes $M$ large, but finite at finite density. Take one parabolic subband with $g$ equivalent valleys and bottom $E_0$ at the top of the source--drain barrier. Hard side walls give transverse energies $\hbar^2\pi^2j^2/(2mW^2)$ above $E_0$, with $j=1,2,\ldots$ Counting those below $E$, and ignoring the rounding to an integer, gives
\begin{equation}
M(E)=\frac{gW}{\pi\hbar}\sqrt{2m(E-E_0)} .
\label{modes}
\end{equation}

For small $V$, $f_S-f_D\simeq eV(-\partial f/\partial E)$, so the conductance is
\begin{equation}
G=G_0M_{\rm eff},\qquad
M_{\rm eff}=\int_{E_0}^{\infty}M(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
Set $x=(E-E_0)/k_BT$ and $\eta=(E_F-E_0)/k_BT$, where $E_F$ is the common Fermi level at $V=0$. Integration by parts gives
\begin{align}
\int_0^\infty\!\sqrt{x}\left(-\frac{df}{dx}\right)dx
&=\Bigl[-\sqrt{x}\,f\Bigr]_0^\infty+\frac12\int_0^\infty\!\frac{f\,dx}{\sqrt{x}}
=\frac{\sqrt\pi}{2}F_{-1/2}(\eta),\\
F_{-1/2}(\eta)&=\frac1{\sqrt\pi}\int_0^\infty\frac{x^{-1/2}\,dx}{1+e^{x-\eta}} .
\end{align}
The boundary term vanishes at both ends. Thus
\begin{equation}
M_{\rm eff}=\frac{gW\sqrt{2mk_BT}}{\pi\hbar}\,\frac{\sqrt\pi}{2}F_{-1/2}(\eta).
\label{meff}
\end{equation}

The density fixes $\eta$. With $2g/(2\pi)^2$ states per unit area of $k$ space and $d^2k=2\pi k\,dk=(2\pi m/\hbar^2)\,dE$,
\begin{equation}
n=\frac{gm}{\pi\hbar^2}\int_{E_0}^\infty f\,dE
=N\ln(1+e^\eta),\qquad N=\frac{gmk_BT}{\pi\hbar^2}.
\label{density}
\end{equation}

\textbf{Q.} Put in numbers.

\textbf{A.} I choose a model with $m$ equal to 0.2 electron masses, $g=2$, $n=0.10\ \mathrm{nm^{-2}}$, $W=1\ \mu$m and $T=300$ K. Then $N=0.0432\ \mathrm{nm^{-2}}$ and
\begin{equation}
\eta=\ln\!\left(e^{0.10/0.0432}-1\right)=2.21,\qquad F_{-1/2}(\eta)=1.551 .
\end{equation}
The thermal wave number $\sqrt{2mk_BT}/\hbar$ is $0.3684\ \mathrm{nm^{-1}}$, so
\begin{align}
M_{\rm eff}&=\frac{2\times1000\times0.3684}{\pi}\times\frac{\sqrt\pi}{2}\times1.551\simeq322,\\
R_B&=\frac{12906\ \Omega}{322.4}\simeq40.0\ \Omega .
\end{align}
The ballistic resistance times width is $40.0\ \Omega\,\mu$m.

Summing the hard-wall modes one by one gives 321.5 instead of 322.4. A mode of energy $E_j$ contributes $\int_{E_j}^\infty(-\partial f/\partial E)\,dE=f(E_j)$. By the trapezoidal rule, the sum from $j=1$ falls short of the integral from $j=0$ by half the value at $j=0$. For two valleys that is $2\times\frac12/(1+e^{-2.21})=0.90$, as found.

\section{Two limits}

\textbf{Q.} What controls this resistance, if not mobility?

\textbf{A.} Density, together with the number of valleys in the degenerate limit, and with mass and temperature in the nondegenerate one. In between, all four matter. In the degenerate limit, $\eta\gg1$, the modes are counted at the Fermi wave number $k_F$. A filled disc gives $n=gk_F^2/2\pi$, so $k_F=\sqrt{2\pi n/g}$ and $M=gWk_F/\pi$. Hence
\begin{equation}
R_BW=\frac{h}{2e^2}\frac{\pi}{gk_F}=\frac{h}{2e^2}\sqrt{\frac{\pi}{2gn}} .
\end{equation}
The mass has dropped out. For our density this is $36.2\ \Omega\,\mu$m, about 10\% below the room-temperature result.

In the nondegenerate limit, $e^\eta\ll1$, we have $f\simeq e^{\eta-x}$, so $F_{-1/2}\simeq e^\eta$ and $n\simeq Ne^\eta$. With $2e^2/h=e^2/\pi\hbar$,
\begin{align}
\frac GW&=\frac{e^2}{\pi\hbar}\,\frac{g\sqrt{2mk_BT}}{\pi\hbar}\,\frac{\sqrt\pi}{2}\,
\frac{\pi\hbar^2n}{gmk_BT}\nonumber\\
&=\frac{e^2n}{2k_BT}\,\frac{\sqrt{2mk_BT}}{\sqrt\pi\,m}
=\frac{e^2n v_T}{2k_BT},\qquad v_T=\sqrt{\frac{2k_BT}{\pi m}} .
\end{align}
Here $v_T$ is the mean forward velocity of a thermal gas:
\begin{equation}
\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}{\int_0^\infty e^{-mv^2/2k_BT}dv}
=\frac{k_BT/m}{\frac12\sqrt{2\pi k_BT/m}}=v_T .
\end{equation}
Using this limit in our example would give $26.8\ \Omega\,\mu$m, which is a third too low. The reason for not using it is plain: $e^{2.21}\simeq9$ is not small.

\section{When the drain voltage grows}

\textbf{Q.} The drain voltage also moves the barrier. Does that spoil the small-bias result?

\textbf{A.} Not the slope at $V=0$. Write the current as $I(V,E_0)$. Then
\begin{equation}
\frac{dI}{dV}=\frac{\partial I}{\partial V}+\frac{\partial I}{\partial E_0}\frac{dE_0}{dV}.
\end{equation}
At $V=0$ the current vanishes for every barrier height, so $\partial I/\partial E_0=0$ there and the second term is absent.

At larger $V$ I assume an ideal gate that holds $n$ fixed at the barrier top. In our example the current is 1.23 mA at 50 mV, or 98\% of $GV$. At 100 mV it is 92\% of $GV$. At 500 mV it is 3.30 mA, only 26\% of $GV$. By then almost no drain electrons reach the barrier top, and nearly all $n$ carriers there move forward. The current has saturated at $I=Wenv_{\rm inj}$, which gives
\begin{equation}
v_{\rm inj}=\frac{I}{Wen}\simeq206\ \mathrm{km/s},
\end{equation}
compared with $v_T=120$ km/s.

\textbf{Q.} Why is it faster than the thermal velocity?

\textbf{A.} The Pauli principle pushes a dense gas into faster states. At zero temperature the forward carriers fill a half disc of radius $K$, with
\begin{equation}
n=\frac{2g}{(2\pi)^2}\frac{\pi K^2}{2}=\frac{gK^2}{4\pi}.
\end{equation}
The mean of $k_x=k\cos\theta$ over the half disc is
\begin{equation}
\frac{\int_0^K k^2dk\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta}{\pi K^2/2}
=\frac{2K^3/3}{\pi K^2/2}=\frac{4K}{3\pi},
\end{equation}
so $v_{\rm inj}=4\hbar K/(3\pi m)$ grows as $\sqrt n$, while $v_T$ does not depend on density.

\section{Where the voltage and the heat go}

\textbf{Q.} A resistor has a voltage drop and gets hot. Where does this happen if the channel has no collisions?

\textbf{A.} Take a uniform channel. Each reservoir fills half of its states, those moving away from that reservoir:
\begin{equation}
n=\frac N2\left[\ln(1+e^{\eta_S})+\ln(1+e^{\eta_D})\right],
\end{equation}
where $\eta_S$ and $\eta_D$ are the two Fermi levels measured from $E_0$ in units of $k_BT$. Define a local Fermi level as the one that would give the same density in equilibrium. To first order in $\eta_S-\eta_D$ it lies at $(\eta_S+\eta_D)/2$, everywhere along the channel. So there is no drop inside, and at small bias half of $V$ falls at each contact; at fixed $n$ the source share shrinks as the bias grows. At 1 mV the calculated source share is 0.4995.

For the heat, an electron that leaves the source at energy $E$ is replaced at the Fermi level. After relaxation this deposits $E_S-E$ in the source and $E-E_D$ in the drain, in total $eV$. If $M$ does not depend on energy, the weight $f_S-f_D$ is symmetric about the midpoint of $E_S$ and $E_D$, because $f(-y)=1-f(y)$ when $y$ is measured from the Fermi level. The mean of $E$ is then the midpoint, and each reservoir receives half. One such mode at 50 mV dissipates $G_0V^2=194$ nW, with 97 nW in each reservoir.

In the wide transistor, $M$ grows with energy. The carriers then have a mean energy above the midpoint, and the drain receives more than half. This Peltier shift is proportional to $V$ at small bias, whereas the total heat is proportional to $V^2$. At small enough bias the shift therefore wins: the source is cooled, and the drain receives more than the whole electric power.

\section{Putting the collisions back}

\textbf{Q.} Long channels do obey the mobility formula. How do the two pictures join?

\textbf{A.} Let two sections have transmission probabilities $\mathcal T_1,\mathcal T_2$ per mode and reflection probabilities $\mathcal R_i=1-\mathcal T_i$. If phases are lost between them, we add the probabilities of all repeated reflections:
\begin{equation}
\mathcal T=\mathcal T_1\mathcal T_2\left(1+\mathcal R_1\mathcal R_2+\cdots\right)
=\frac{\mathcal T_1\mathcal T_2}{1-\mathcal R_1\mathcal R_2}.
\end{equation}
Since $1-\mathcal R_1\mathcal R_2=\mathcal T_1+\mathcal T_2-\mathcal T_1\mathcal T_2$,
\begin{equation}
\frac1{\mathcal T}-1=\frac1{\mathcal T_1}+\frac1{\mathcal T_2}-2
=\left(\frac1{\mathcal T_1}-1\right)+\left(\frac1{\mathcal T_2}-1\right).
\end{equation}
The quantity $1/\mathcal T-1$ adds, so in a uniform channel it is proportional to length. Call it $L/\lambda$, where $\lambda$ is the mean free path for backscattering. If $\lambda$ is the same for all modes and energies,
\begin{equation}
R=\frac{R_B}{\mathcal T}=R_B\left(1+\frac L\lambda\right)=R_B+\frac{L}{Wen\mu},
\qquad \mu=\frac{\lambda}{WenR_B}.
\label{joined}
\end{equation}
The last term has the form of the resistance in your equation~\eqref{drude}, with the mobility expressed through $\lambda$ instead of $\tau$. Removing the scattering makes that term vanish and leaves $R_B$. A constant $\tau$ in two dimensions does not give the same $\lambda$ to every mode, because electrons moving obliquely cover less length along the channel between collisions; equation~\eqref{joined} is then an interpolation between the ballistic and the long-channel limits.

With $\lambda=50$ nm, a 20 nm channel has $\mathcal T=50/70=0.714$ and $R=40.0/0.714=56.0\ \Omega$, most of it ballistic. A 200 nm channel has $\mathcal T=0.20$ and $R=200\ \Omega$, most of it from scattering.

\textbf{Q.} And if I measure a ballistic device and insist on extracting a mobility?

\textbf{A.} You would obtain $L/(WenR_B)$, which is proportional to length: $312\ \mathrm{cm^2/(V\,s)}$ at 20 nm and $3118\ \mathrm{cm^2/(V\,s)}$ at 200 nm, for the same scattering-free material. The number combines the channel length with the density and the ballistic resistance. It says nothing about collisions.

\textbf{Q.} Then $40\ \Omega$ is what a perfect device of this kind would show?

\textbf{A.} Within this model, yes. Further occupied subbands would share the same density, and could lower or raise the resistance, depending on their masses, valley counts and energy offsets, and on the temperature. Tunnelling through the barrier would add current, but the barrier would also reflect some of the electrons with energies just above its top. Reflection at the contacts and the resistance of the metal leads would raise the measured value. What does not survive is the short circuit: a finite density fills a finite number of modes, and each carries a finite current per volt.

\section*{Computed results}
\begin{verbatim}
Resistance of one spin-degenerate mode: 12906.40 ohm
Conductance of one mode: 77.481 microsiemens
k-sum conductance / (2e^2/h), cosine band: 1.000000
k-sum conductance / (2e^2/h), parabolic band: 1.000000
k-sum conductance / (2e^2/h), nonparabolic band: 1.000000
Lattice model, energies in units of the hopping energy:
  E=0.25: contact modes 5, channel modes 1, transmission 0.99999
  E=0.50: contact modes 7, channel modes 2, transmission 1.99991
  E=0.75: contact modes 9, channel modes 3, transmission 2.99980
  E=0.50, channel 20 sites: transmission 1.99994
  E=0.50, channel 80 sites: transmission 1.99996
  E=0.50, wider contacts with 11 modes: transmission 1.99991
  E=0.50, abrupt contacts, mean over lengths: 1.8871
  E=0.50, abrupt contacts, range: 1.8138 to 1.9976
Transistor mass: 0.2 electron masses; valleys: 2
Width: 1.0 micrometre; density: 0.10 nm^-2
Temperature: 300 K; kT: 25.852 meV
Density scale g m kT/(pi hbar^2): 0.04320 nm^-2
Thermal wave number sqrt(2 m kT)/hbar: 0.3684 nm^-1
Reduced Fermi level eta: 2.2110
Fermi integral F_-1/2(eta): 1.5513
Effective number of modes, integral: 322.42
Effective number of modes, hard-wall sum: 321.52
Ballistic conductance: 24.981 millisiemens
Ballistic resistance: 40.030 ohm
Width-normalized resistance: 40.030 ohm micrometre
Zero-temperature Fermi wave number: 0.5605 nm^-1
Zero-temperature integer mode number: 356
Degenerate-limit R W: 36.170 ohm micrometre
Nondegenerate formula R W, outside its range here: 26.824 ohm micrometre
Finite-bias I/V at 1 mV divided by G: 0.999993
Fraction of voltage at source contact: 0.4995
Drain bias 10 mV: current 0.2496 mA, I/(G V) 0.9993
Drain bias 50 mV: current 1.2259 mA, I/(G V) 0.9815
Drain bias 100 mV: current 2.2941 mA, I/(G V) 0.9183
Drain bias 500 mV: current 3.2991 mA, I/(G V) 0.2641
Nondegenerate injection velocity v_T: 120.30 km/s
Injection velocity at 500 mV: 205.91 km/s
Backscattering mean free path: 50 nm
L=20 nm: transmission 0.7143, resistance with scattering 56.042 ohm
L=20 nm: apparent ballistic mobility 311.8 cm^2/(V s)
L=200 nm: transmission 0.2000, resistance with scattering 200.149 ohm
L=200 nm: apparent ballistic mobility 3118.4 cm^2/(V s)
One mode at 50 mV: electric power 193.702 nW
Heat in source reservoir: 96.851 nW
Heat in drain reservoir: 96.851 nW
\end{verbatim}
